\section*{Bordering the Slater APW matrix to replace a logarithmic-derivative pole, part 1}

(Sections cited here and not found follow in the second part.)

\section{The pole and the border that replaces it}

Q: Slater's APW matrix contains logarithmic derivatives that diverge at certain energies. You want to trade one divergence for some extra rows. I cannot judge the rows before I have seen the matrix with all its factors. Where does the logarithmic derivative come from?

A: From integrating by parts inside the muffin-tin sphere. I use Hartree atomic units. There is one sphere of radius $R$ in a cell of volume $\Omega$; the potential is $V(r)$ inside it and zero in the interstitial region $I$. For Bloch vector $\mathbf k$ and reciprocal vectors $\mathbf G$, put $\mathbf K=\mathbf k+\mathbf G$. Outside the sphere the basis function is the plane wave $\psi_{\mathbf K}=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$. Inside, it is built from the regular radial solutions $u_l(r,E)$ of
\begin{equation}
H_l u_l=E u_l,\qquad
H_l g=-\frac{1}{2r^2}(r^2g')'+\Big[\frac{l(l+1)}{2r^2}+V\Big]g ,
\end{equation}
where a prime means $d/dr$. With real spherical harmonics the plane wave has the expansion
\begin{equation}
e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(Kr)Y_{lm}(\hat{\mathbf K})Y_{lm}(\hat{\mathbf r}),
\end{equation}
so continuity at $r=R$ fixes the inner part:
\begin{equation}
\psi_{\mathbf K}=\sum_{lm}i^lA_{lm}(\mathbf K)\,\hat u_l(r)Y_{lm}(\hat{\mathbf r}),\quad
\hat u_l=\frac{u_l(r,E)}{u_l(R,E)},\quad
A_{lm}(\mathbf K)=\frac{4\pi}{\sqrt\Omega}j_l(KR)Y_{lm}(\hat{\mathbf K}).
\end{equation}
The sum over $l$ is cut at some $l_{\max}$ in practice. The components of the plane wave with $l>l_{\max}$ then have no partner inside, which leaves a jump in value at $R$; I take $l_{\max}$ large enough to neglect it.

Q: Apart from that cut these functions are continuous, but their slope jumps at $R$. The Laplacian of such a function contains a surface delta function. What do you mean by a matrix element of $H-E$?

A: I use the form that needs first derivatives alone,
\begin{equation}
a_E(f,g)=\int_{\rm cell}\Big[\tfrac12\nabla f^*\cdot\nabla g+(V-E)f^*g\Big]d^3r ,
\end{equation}
on continuous Bloch functions. Integrate by parts in the two regions separately. The outward normal is $+\hat{\mathbf r}$ for the sphere and $-\hat{\mathbf r}$ for the interstitial region, and the contributions of opposite cell faces cancel by the Bloch condition. Hence
\begin{equation}
a_E(f,\psi)=\int f^*(H-E)\psi\,d^3r
+\tfrac12\oint_R f^*\big(\partial_r\psi_{\rm in}-\partial_r\psi_{\rm out}\big)dS ,
\end{equation}
the volume integral being taken region by region. If this vanishes for every continuous $f$, then $\psi$ solves the Schr\"odinger equation in both regions and its slopes match. A finite basis imposes the condition for $f$ in the basis, so slopes match approximately.

Q: And the sphere's contribution?

A: For two functions with the same $Y_{lm}$ and real radial parts $f$ and $g$, the angular part of the gradient gives $l(l+1)fg/r^2$. The radial form is therefore
\begin{equation}
a(f,g)=\int_0^R\Big[\tfrac12r^2f'g'+\tfrac12l(l+1)fg+r^2(V-E)fg\Big]dr .
\end{equation}
Since $\tfrac12r^2f'g'=(\tfrac12r^2fg')'-\tfrac12f(r^2g')'$, and the boundary term vanishes at the origin for regular functions,
\begin{equation}
a(f,g)=\tfrac12R^2f(R)g'(R)+\int_0^Rf\,(H_l-E)g\,r^2dr. \label{green}
\end{equation}
The left side is symmetric in $f$ and $g$, a fact I shall use repeatedly. For $f=g=\hat u_l$ the integral vanishes and $\hat u_l(R)=1$, so
\begin{equation}
a(\hat u_l,\hat u_l)=\tfrac12R^2\hat u_l'(R)=\tfrac12R\,D_l(E),\qquad
D_l(E)=\frac{R\,u_l'(R,E)}{u_l(R,E)} .
\end{equation}
The phases $i^l$ cancel between the two functions of a matrix element. In the interstitial region $\tfrac12\nabla\psi^*_{\mathbf K}\cdot\nabla\psi_{\mathbf K'}$ gives $\tfrac12\mathbf K\cdot\mathbf K'$ times the overlap. With $g=|\mathbf K-\mathbf K'|$ that overlap is
\begin{equation}
\Theta_{\mathbf K\mathbf K'}=\delta_{\mathbf K\mathbf K'}-\frac1\Omega\int_{r<R}e^{i(\mathbf K'-\mathbf K)\cdot\mathbf r}d^3r
=\delta_{\mathbf K\mathbf K'}-\frac{4\pi R^2j_1(gR)}{g\,\Omega},
\end{equation}
because $\int_0^Rr^2j_0(gr)dr=R^2j_1(gR)/g$; for $g\to0$ the last term becomes $4\pi R^3/3\Omega$. The secular equation is $M(E)x=0$ with
\begin{equation}
M_{\mathbf K\mathbf K'}=\big(\tfrac12\mathbf K\cdot\mathbf K'-E\big)\Theta_{\mathbf K\mathbf K'}
+\tfrac12R\sum_lD_l(E)\sum_mA_{lm}(\mathbf K)A_{lm}(\mathbf K'). \label{M}
\end{equation}
It is real and symmetric.

Q: Then $M$ diverges wherever $u_l(R,E)=0$. Is that a first-order pole, and how strong is it?

A: Such an energy $E_n$ is an eigenvalue of $H_l$ in the sphere with the Dirichlet condition that the function vanishes at $R$. I keep one $l$ and one $E_n$ and drop the index $l$ on radial functions. Let $\varphi(r)$ be the eigenfunction with $\int_0^R\varphi^2r^2dr=1$, and let $s=\varphi'(R)$. The slope $s$ is not zero, since a solution whose value and slope both vanish at $R$ vanishes everywhere.

Take $u(r,E)$ proportional to $r^l$ near the origin with an energy-independent factor. It is then analytic in $E$, and the factor can be chosen so that $u(r,E_n)=\varphi(r)$. Write $\dot u=\partial u/\partial E$. Differentiating $(H_l-E)u=0$ gives $(H_l-E)\dot u=u$. Evaluate $a(u,\dot u)$ by (\ref{green}) in both orders, with all boundary values at $R$:
\begin{equation}
\tfrac12R^2u\,\dot u'+\int_0^Ru^2r^2dr=\tfrac12R^2\dot u\,u' . \label{wron}
\end{equation}
At $E_n$ we have $u(R)=0$, $u'(R)=s$ and unit norm, hence
\begin{equation}
\dot u(R)=\frac{2}{R^2s}. \label{udot}
\end{equation}
This is finite and nonzero, so the zero of $u(R,E)$ is simple. Near it the numerator of $D$ is $Rs$ and the denominator is $\dot u(R)(E-E_n)$:
\begin{equation}
D(E)=\frac{\rho}{E-E_n}+\tilde D(E),\qquad \rho=\frac{Rs}{\dot u(R)}=\tfrac12R^3s^2, \label{split}
\end{equation}
with $\tilde D$ analytic at $E_n$. The residue is positive. This agrees with the general slope, which follows from (\ref{wron}):
\begin{equation}
\frac{dD}{dE}=R\,\frac{\dot u'u-u'\dot u}{u^2}=-\frac{2}{R\,u(R)^2}\int_0^Ru^2r^2dr
=-\frac2R\int_0^R\hat u^2r^2dr. \label{slope}
\end{equation}
$D$ falls between its poles, and near a pole it falls as $\rho/(E-E_n)$ does.

Q: I would like to see that in numbers before any matrix algebra.

A: Take $V(r)=-V_0(1-r^2/R^2)^2$ with $V_0=4$ hartree and $R=2$ bohr, and the lowest $l=2$ Dirichlet level. It lies at $E_n=2.663085$ hartree, and a separate diagonalization in polynomials that vanish at $R$ gives the same value. The slope is $|s|=1.140015\ \mathrm{bohr}^{-5/2}$, so
\begin{equation}
\rho=\tfrac12\times2^3\times1.140015^2=5.1985\ \text{hartree}.
\end{equation}
A contour integral of $D$ around $E_n$, which makes no use of $\varphi$, gives the same residue. Near the level one finds:

\begin{center}
\begin{tabular}{rrr}
$E-E_n$ (hartree) & $D$ & $\tilde D$\\
$-0.100$ & $-50.820$ & $1.165$\\
$-0.010$ & $-518.787$ & $1.067$\\
$0.010$ & $520.899$ & $1.045$\\
$0.100$ & $52.930$ & $0.944$
\end{tabular}
\end{center}

At $0.010$ hartree above the level the pole term is $5.1985/0.010=519.85$, and $520.90-519.85=1.05$ is what remains. The remainder still depends on energy. Removing the pole makes it smooth, not constant.

Q: The pole sits in one scalar function. Why should it take $2l+1$ new rows and not one?

A: The scalar multiplies a matrix whose rank can be as large as $2l+1$. Let $A$ be the matrix with rows $m=-l,\dots,l$ and columns $\mathbf K$ that holds the $A_{lm}(\mathbf K)$ of the chosen $l$. Let $\tilde M$ be (\ref{M}) with $\tilde D$ in place of this one $D_l$. Then
\begin{equation}
M=\tilde M+\frac{\tfrac12R\rho}{E-E_n}A^{T}A ,\qquad
\tfrac12R\rho=\tfrac14R^4s^2=b^2,\qquad b=\tfrac12R^2s. \label{b}
\end{equation}
In $Mx=0$ the diverging factor enters only through the $2l+1$ numbers
\begin{equation}
c=\frac{b\,Ax}{E-E_n}. \label{c}
\end{equation}
I make them unknowns in their own right. The old equation becomes $\tilde Mx+bA^Tc=0$. The definition of $c$, multiplied by $E-E_n$ and brought to one side, becomes $bAx+(E_n-E)c=0$. Together,
\begin{equation}
\mathcal K(E)\begin{pmatrix}x\\c\end{pmatrix}=0,\qquad
\mathcal K(E)=\begin{pmatrix}\tilde M&B^T\\B&(E_n-E)\mathbf 1\end{pmatrix},\qquad B=bA. \label{K}
\end{equation}
No element of $\mathcal K$ diverges at $E_n$, provided no other channel has a Dirichlet level at the same energy. If one does, its pole stays in $\tilde M$ and needs a border of its own.

Q: The sign in the corner worries me. You have $E-E_n$ in the denominator and $E_n-E$ in the matrix.

A: Eliminate the lower block and follow the sign. For $E\neq E_n$ the Schur complement of the corner is
\begin{equation}
\tilde M-B^T\,\frac{1}{E_n-E}\,B=\tilde M+\frac{b^2A^TA}{E-E_n}=M . \label{schur}
\end{equation}
The minus sign of the elimination turns $E_n-E$ into $E-E_n$. With the corner $E-E_n$ and real $B$, the pole would return with the wrong sign. The same elimination can be written as a factorization. With $\delta=E_n-E$,
\begin{equation}
\mathcal K=\begin{pmatrix}1&\delta^{-1}B^T\\0&1\end{pmatrix}
\begin{pmatrix}M&0\\0&\delta\mathbf 1\end{pmatrix}
\begin{pmatrix}1&0\\\delta^{-1}B&1\end{pmatrix}. \label{fact}
\end{equation}
Multiplying out, the upper left block is $M+\delta^{-1}B^TB=\tilde M$ by (\ref{schur}), the off-diagonal blocks are $B^T$ and $B$, and the corner is $\delta\mathbf 1$. The triangular factors have determinant one, so
\begin{equation}
\det\mathcal K(E)=(E_n-E)^{2l+1}\det M(E). \label{det}
\end{equation}
For $E\neq E_n$ the two matrices have the same roots, and their null vectors correspond through (\ref{c}).

Q: What happens if the pole is very weak? Then $D$ looks smooth except for a narrow spike, and a search on an energy grid may step over it.

A: That is the case of small $s$: $\varphi$ is concentrated deep in the sphere and hardly reaches $R$. Eliminate the other block instead. If $\tilde M$ is invertible near $E_n$, the upper row gives $x=-\tilde M^{-1}B^Tc$, and the lower row becomes
\begin{equation}
(E-E_n)\,c=Bx=-\tfrac14R^4s^2\,A\tilde M^{-1}A^T\,c .
\end{equation}
To leading order in $s^2$ there are $2l+1$ levels close to $E_n$. Their shifts are $-\tfrac14R^4s^2$ times the eigenvalues of $A\tilde M(E_n)^{-1}A^T$. The width of the spike is proportional to $s^2$, and so is the distance of these roots from the pole for a given $\tilde M(E_n)$; when a change of the potential alters $s$, it alters $\tilde M(E_n)$ and with it the coefficient. In $\mathcal K$ they are ordinary levels, weakly coupled to the plane waves.

Q: So far this is bookkeeping. You could have chosen another border with the same Schur complement.

A: Yes. For any invertible matrix $T$ of order $2l+1$, replace $B$ by $TB$ and the corner by $\delta\,TT^T$. The elimination then gives
\begin{equation}
B^TT^T(\delta\,TT^T)^{-1}TB=\delta^{-1}B^TT^T(T^T)^{-1}T^{-1}TB=\delta^{-1}B^TB ,
\end{equation}
and $M$ is restored as before. The Schur complement therefore does not tell us what the new rows are. That has to be found by computing matrix elements of actual functions.

\section{The new rows as Dirichlet local orbitals}

Q: Then let us compute them. Remind me first what is fixed.

A: The sphere has radius $R$, and $\hat u=u/u(R)$ is the radial solution at energy $E$ with unit boundary value. $\varphi$ is the normalized solution at $E_n$ that vanishes at $R$, with slope $s=\varphi'(R)$, and $b=\tfrac12R^2s$. The logarithmic derivative is $D=\tilde D+\rho/(E-E_n)$ with $\rho=\tfrac12R^3s^2$ and $b^2=\tfrac12R\rho$. The APW matrix is $M$, and $\tilde M$ is $M$ with $\tilde D$ in the chosen channel. The bordered matrix $\mathcal K$ of (\ref{K}) has border $B=bA$ and corner $(E_n-E)\mathbf 1$, where $A$ holds the boundary amplitudes. The radial form obeys (\ref{green}), and I write $\langle f|g\rangle=\int_0^Rfg\,r^2dr$.

Q: My first guess for the new functions is $i^l\varphi(r)Y_{lm}$ inside the sphere and zero outside. It is continuous, since $\varphi(R)=0$. Does it give your border?

A: It gives the corner, but not yet the border. From (\ref{green}) with $f=g=\varphi$, the boundary term vanishes and $(H_l-E)\varphi=(E_n-E)\varphi$, so
\begin{equation}
a(\varphi,\varphi)=E_n-E .
\end{equation}
Different $m$ are orthogonal, which gives the whole corner. For the coupling to an APW put $f=\varphi$, $g=\hat u$. The boundary term contains $\varphi(R)=0$ and the integral contains $(H_l-E)\hat u=0$, so
\begin{equation}
a(\varphi,\hat u)=0. \label{zero}
\end{equation}

The border removes the chosen pole from the APW matrix, and the local orbitals $i^l\varphi Y_{lm}$ reproduce its corner but do not couple to the original APWs. It remains to find the basis in which the coupling is $bA$, and to test the bordered matrix on bands near and at $E_n$.
